# Why Halving Waveguide Roughness Quarters First-Order Scattering Loss

Suppose that one wall of a slab waveguide carries a single shallow ripple, $h(z)=h_0\cos Kz$, and that light is guided along $z$ with propagation constant $\beta$. The ripple multiplies the guided wave $e^{i\beta z}$ by a cosine and so produces waves with longitudinal wave numbers $\beta+K$ and $\beta-K$. Choose $K=1.30\,\beta$. The first wave is too short to travel in the cladding, while the second, with wave number $-0.30\,\beta$, leaves the guide as two slanted beams, one on each side.

The field in each beam is proportional to $h_0$, because each piece of displaced wall radiates in proportion to its displacement. The power in each beam is proportional to the square of the field, hence to $h_0^2$. Half the ripple gives half the field and a quarter of the lost power.

For the guide specified below, a solution that matches the fields on the corrugated wall itself, without expanding in its height, gives a loss coefficient of $3.779\times10^{-8}$ Å$^{-1}$ at a root-mean-square (rms) height of 20 Å and $9.449\times10^{-9}$ Å$^{-1}$ at 10 Å. The ratio is 3.999.

## The belief and its appeal

The belief to be examined is this: if the rms roughness $\sigma$ of a waveguide wall is halved, the scattering loss in decibels per centimetre is halved.

It has good reasons behind it. Roughness is the cause and loss the effect, and for a small cause a proportional effect is a natural first guess. The phrase "first-order scattering" seems to confirm it, since first order suggests linear. The decibel adds a further temptation: it is logarithmic, so one may expect it to turn a square into something milder.

The first-order quantity, however, is the scattered field. Loss is a flow of energy, quadratic in that field. The decibel does not undo the square, as shown below. The correct statement is that, for small roughness and a fixed normalized correlation function, the scattering loss in dB/cm is proportional to $\sigma^2$.

## The guide and its mode

Take a two-dimensional slab with core index $n_1$ for $|x|<b$ and cladding index $n_2$ outside. The materials are lossless. The electric field points along $y$, parallel to the walls, and varies in time as $e^{-i\omega t}$. In atomic units $\hbar=m_e=e=1$ and $c=1/\alpha_{\rm fs}$, where $\alpha_{\rm fs}$ is the fine-structure constant, so the vacuum wave number is $k=\omega/c=\alpha_{\rm fs}\,\omega$. The field obeys

$$(\nabla^2+k^2\varepsilon)E=0,$$

with $\varepsilon=\varepsilon_0(x)$ equal to $n_1^2$ or $n_2^2$ for smooth walls.

Insert $E=\phi(x)e^{i\beta z}$. The lowest mode is even: $\phi=\cos\kappa x$ in the core and $\phi=\cos(\kappa b)\,e^{-\gamma(|x|-b)}$ outside, with

$$\kappa^2=n_1^2k^2-\beta^2,\qquad \gamma^2=\beta^2-n_2^2k^2 .$$

The slope must be continuous at $x=b$, so $\kappa\sin\kappa b=\gamma\cos\kappa b$. We shall need the normalized intensity at the wall, $W=\phi(b)^2/N$ with $N=\int\phi^2dx$. Direct integration gives

$$N=b+\frac{\sin\kappa b\cos\kappa b}{\kappa}+\frac{\cos^2\kappa b}{\gamma}.$$

The slope condition lets us replace $\cos\kappa b/\kappa$ by $\sin\kappa b/\gamma$ in the second term, so the last two terms add to $1/\gamma$. The same condition gives $\tan^2\kappa b=\gamma^2/\kappa^2$, hence $\cos^2\kappa b=\kappa^2/(\kappa^2+\gamma^2)$. With $D=n_1^2-n_2^2$ we have $\kappa^2+\gamma^2=k^2D$, and therefore

$$W=\frac{\kappa^2}{k^2D\,(b+1/\gamma)} .$$

## The scattered field is linear in the roughness

Let the upper wall lie at $x=b+h(z)$ and keep the lower wall smooth. Where $h>0$, a strip of width $h$ changes from cladding to core and $\varepsilon$ rises by $D$; where $h<0$, a strip of width $|h|$ loses the same amount. Integrated against a smooth function of $x$, both cases give $D\,h$ times its value at $b$, up to terms of order $h^2$. Thus, to first order,

$$\delta\varepsilon=D\,h(z)\,\delta(x-b).$$

The field is continuous across the wall in this polarization, so its value there is unambiguous. Write $E=\phi e^{i\beta z}+E_1$ and keep first-order terms:

$$(\nabla^2+k^2\varepsilon_0)E_1=-s,\qquad s=k^2D\,\phi(b)\,h(z)e^{i\beta z}\delta(x-b).$$

The source $s$ is proportional to $h$, and so is $E_1$. Up to this point the belief in proportionality is right.

## The lost power is quadratic

Up to a common positive constant, the time-averaged energy flux is $\mathbf J={\rm Im}(E^*\nabla E)$. For the guided mode its integral over $x$ is $\beta N$. For the scattered field,

$$\nabla\cdot\mathbf J={\rm Im}(E_1^*\nabla^2E_1)=-{\rm Im}(E_1^*s)={\rm Im}(s^*E_1),$$

because $|\nabla E_1|^2$ and $k^2\varepsilon_0|E_1|^2$ are real. The power leaving the source is $\int{\rm Im}(s^*E_1)\,dx\,dz$: one factor of $h$ from $s$, another from $E_1$. Since the media absorb nothing, this power is taken from the guided wave.

To find its size, let $G_q$ be the outgoing response to a source of longitudinal wave number $q$:

$$G_q''+(k^2\varepsilon_0-q^2)G_q=-\delta(x-b).$$

Define $p^2=n_1^2k^2-q^2$ and $u^2=n_2^2k^2-q^2$, with $|q|<n_2k$ so that the wave can escape. Split the source into halves that are even and odd in $x$:

$$\delta(x-b)=\tfrac12[\delta(x-b)+\delta(x+b)]+\tfrac12[\delta(x-b)-\delta(x+b)].$$

Let $F_e$ and $F_o$ be the wall values produced by the two square brackets. The outside slope at $x=b$ is $iu$ times the wall value. The inside slope is $-p\tan(pb)F_e$ for the even field $\cos px$ and $p\cot(pb)F_o$ for the odd field $\sin px$. The delta function makes the slope jump by $-1$:

$$iuF_e+p\tan(pb)F_e=-1,\qquad iuF_o-p\cot(pb)F_o=-1 .$$

Solve for each, take the imaginary part, and use $G_q(b)=\tfrac12(F_e+F_o)$:

$${\rm Im}\,G_q(b)=\frac12\left[\frac{u}{u^2+p^2\tan^2pb}+\frac{u}{u^2+p^2\cot^2pb}\right].$$

For the single ripple, the escaping part of $h\,e^{i\beta z}$ is $(h_0/2)e^{iqz}$ with $q=\beta-K$. The lost power per unit length is $[k^2D\phi(b)h_0/2]^2\,{\rm Im}\,G_q(b)$. Division by the guided flux $\beta N$ gives the loss coefficient

$$a_{\rm ripple}=\frac{h_0^2}{4}\,(k^2D)^2\,\frac{W}{\beta}\,{\rm Im}\,G_{\beta-K}(b).$$

This is the law of the opening example. At 10 Å rms it gives $9.450\times10^{-9}$ Å$^{-1}$, against $9.449\times10^{-9}$ Å$^{-1}$ from the unexpanded solution. Tests at three other ripple wave numbers also agreed within the 1% allowed.

## From one ripple to a random wall

A random wall is a superposition of ripples. Consider a stretch of length $L$ and define $H(K)=\int_0^L h(z)e^{-iKz}dz$. Then

$$h(z)e^{i\beta z}=\int\frac{dq}{2\pi}\,H(q-\beta)\,e^{iqz},$$

and each $q$ drives its own response $G_q$. In the power integral over $z$, products of waves with different $q$ integrate to zero, so powers add:

$$\frac{\text{lost power}}{\beta N L}=(k^2D)^2\frac{W}{\beta}\int_{-n_2k}^{n_2k}\frac{dq}{2\pi}\,\frac{|H(q-\beta)|^2}{L}\,{\rm Im}\,G_q(b).$$

Let the roughness have zero mean and covariance $\langle h(z)h(z')\rangle=\sigma^2C(z-z')$, with $C(0)=1$. Here the words "fixed correlation function" acquire their meaning. It is the normalized function $C$, including its correlation length, that is held fixed. The full covariance $\sigma^2C$ cannot be fixed while $\sigma$ changes. Averaging gives

$$\frac{\langle|H(K)|^2\rangle}{L}=\sigma^2\int_{-L}^{L}\left(1-\frac{|v|}{L}\right)C(v)e^{-iKv}dv\;\to\;\sigma^2S(K),$$

where $S$ is the Fourier transform of $C$ and the limit requires $L$ to be much longer than the correlation length. The radiation loss is

$$a_{\rm rad}=\sigma^2(k^2D)^2\frac{W}{\beta}\int_{-n_2k}^{n_2k}\frac{dq}{2\pi}\,S(q-\beta)\,{\rm Im}\,G_q(b).$$

Light can also be scattered into the guided mode itself. Let $A(z)=\int\phi E_1dx/N$ be the guided part of the scattered field. Multiplying the equation for $E_1$ by $\phi/N$ and integrating over $x$ gives

$$A''+\beta^2A=-k^2DW\,h(z)e^{i\beta z}.$$

The outgoing response to a unit point source $-\delta(z-z')$ is $(i/2\beta)e^{i\beta|z-z'|}$, whose slope jumps by $-1$ as required. To the left of the stretch the wave travels backward with amplitude $(i/2\beta)k^2DW\int h\,e^{2i\beta z'}dz'$. Its mean squared modulus per unit length is

$$a_{\rm back}=\sigma^2\left(\frac{k^2DW}{2\beta}\right)^2S(2\beta).$$

To the right, the amplitude is $(i/2\beta)k^2DW\int h\,dz'$. Being imaginary relative to the guided wave, it shifts the phase at first order; the light stays in the mode and is not counted as loss. The slab is chosen to carry one mode of this polarization, so the list is complete, and

$$a=a_{\rm rad}+a_{\rm back}=\sigma^2B,$$

with $B$ independent of $\sigma$. Another single-mode slab, or another $C$ that dies out over a finite correlation length, changes $B$ but not the factor in front.

## What the decibel does

A stretch with $aL\ll1$ removes the fraction $aL$ of the power. If scattered light does not return to the mode, successive stretches multiply, and $P(z)=P(0)e^{-az}$. The loss in decibels is

$$10\log_{10}\frac{P(0)}{P(z)}=\frac{10}{\ln10}\,az .$$

The logarithm has already been used to extract the exponent. What remains is proportional to $a$, so the loss in dB/cm is divided by four whenever $a$ is. A factor of four in scattered power may itself be expressed as 6 dB, but that is no reason to subtract 6 dB/cm from the loss. The amount subtracted is three quarters of the original scattering loss, whatever that was.

## A worked case

Take round model parameters: photon energy 0.8 eV, $n_1=3$, $n_2=1.5$ and full width 2500 Å. Let $C(v)=e^{-|v|/\ell}$ with $\ell=500$ Å, so that

$$S(K)=\frac{2\ell}{1+K^2\ell^2}.$$

The mode has $k=4.054\times10^{-4}$, $\beta=1.0032\times10^{-3}$ and $W=1.702\times10^{-4}$, all in Å$^{-1}$. Since $D=9-2.25=6.75$, we have $k^2D=1.109\times10^{-6}$ Å$^{-2}$.

The backscattering term can be followed by hand, with an extra digit kept in the factors. The bracket is

$$\frac{k^2DW}{2\beta}=\frac{(1.1095\times10^{-6})(1.7024\times10^{-4})}{2.0065\times10^{-3}}=9.413\times10^{-8}\ \text{Å}^{-2}.$$

With $2\beta\ell=1.00323$, $S(2\beta)=1000/2.0065=498.4$ Å. For $\sigma=20$ Å,

$$a_{\rm back}=400\,(9.413\times10^{-8})^2\,(498.4)=1.77\times10^{-9}\ \text{Å}^{-1}.$$

The radiation integral gives $1.168\times10^{-8}$ Å$^{-1}$. As a test of the averaging, random profiles built point by point gave $1.160\times10^{-8}$ Å$^{-1}$, lower by 0.7% of the formula's value and inside the 3% allowed for sampling and discretization.

The total is $1.345\times10^{-8}$ Å$^{-1}$. One Å$^{-1}$ is $10^8$ cm$^{-1}$, so the loss is $4.343\times1.345=5.84$ dB/cm. For $\sigma=10$ Å the total is $3.363\times10^{-9}$ Å$^{-1}$, or 1.46 dB/cm. Simple halving would have predicted 2.92 dB/cm, twice the correct result. These absolute values belong to a two-dimensional slab with one rough wall. They are not estimates for a real strip waveguide, which scatters in three dimensions and usually from more than one rough wall.

Over a path of $10^8$ Å, neglecting backscattered light that is scattered forward again, the transmission rises from $e^{-1.345}=0.26$ to $e^{-0.336}=0.71$. The new value is the fourth root of the old one. The fraction of light lost falls from 0.74 to 0.29, which is not a factor of four: on a long path that fraction saturates. The factor belongs to the loss coefficient, and to the lost fraction only when $az\ll1$.

## When the factor is not four

**The correlation length changes too.** A process that smooths a wall may alter $\ell$ as well as $\sigma$. For the exponential correlation, doubling $\ell$ multiplies $S(K)$ by

$$\frac{2(1+K^2\ell^2)}{1+4K^2\ell^2}.$$

When $K\ell\ll1$ for all relevant $K$, this is 2, and halving $\sigma$ while doubling $\ell$ reduces the loss by a factor of only 2. When $K\ell\gg1$ it is 1/2, and the reduction is by a factor of 8. The example lies between. Radiation uses $K$ from $\beta-n_2k$ to $\beta+n_2k$, so $K\ell$ runs from about 0.20 to 0.81 and the multiplier from 1.80 to 0.92; for backscattering it is 0.80. The computed total falls to $4.228\times10^{-9}$ Å$^{-1}$, a reduction by a factor of 3.18.

**There is other loss.** Absorption in the material need not depend on $\sigma$. With a fixed background of $10^{-9}$ Å$^{-1}$ the ratio of total losses is

$$\frac{13.45+1}{3.363+1}=3.31 .$$

A measured ratio below four therefore does not by itself refute the square law for scattering.

**The roughness is not small.** For the single ripple, replacing $h_0$ by $-h_0$ merely shifts the pattern by half a period, so the loss contains even powers of the height: $a=c_2\sigma^2+c_4\sigma^4+\dots$ The departure of the halving ratio from four should then grow as $\sigma^2$. In the unexpanded solution at $K=1.30\,\beta$, the ratio is 3.9992 from 20 to 10 Å and 3.914 from 200 to 100 Å. The departure is about a hundred times larger for a tenfold height, as expected. The argument needs the symmetry between $h$ and $-h$. A wall whose peaks and valleys differ in shape, such as $\cos Kz+\cos 2Kz$ or a random wall with a skewed height distribution, lacks it. A term in $\sigma^3$ is then allowed, and the departure from four can grow linearly with $\sigma$ and have either sign.

**The ripples act in step.** There is a case in which halving the height does halve a decay constant. Let the ripple have $K=2\beta$, so that it couples the forward wave $F(z)e^{i\beta z}$ to the backward wave $R(z)e^{-i\beta z}$. Put their sum in place of $e^{i\beta z}$ on the right of the equation for the guided amplitude, and let $A$ now denote the whole guided amplitude. Neglect the second derivatives of the slowly varying $F$ and $R$, and match the terms in $e^{i\beta z}$ and $e^{-i\beta z}$:

$$2i\beta F'=-\tfrac12k^2DWh_0R,\qquad -2i\beta R'=-\tfrac12k^2DWh_0F .$$

With $\chi=k^2DWh_0/(4\beta)$ these become $F'=i\chi R$ and $R'=-i\chi F$, so $F''=\chi^2F$. In a long grating the field decays as $e^{-\chi z}$, with $\chi$ linear in $h_0$. The unexpanded solution gives $1.331\times10^{-6}$ Å$^{-1}$ at 20 Å rms and $6.656\times10^{-7}$ Å$^{-1}$ at 10 Å, a ratio of 2.000.

This does not rescue the belief for random roughness. In a short grating, with $\chi L\ll1$, $F$ is nearly constant and the reflected amplitude is $\chi L$ in size. The reflected power is $(\chi L)^2$, again quadratic in height. The linear decay constant appears once the reflected wave is strong enough to act back on the forward wave in a fixed phase. On a random wall, contributions separated by much more than $\ell$ have no fixed phase relation. Their mean powers add, the loss grows as $L$ rather than $L^2$, and the coefficient of that growth keeps the square of $\sigma$.

The numerical output below lists the main computed values, including a check that the losses from two ripples of different wave number add.

## Table of computed values

```
photon energy: 0.8 eV
core index: 3
cladding index: 1.5
full slab width: 2500 A
correlation length: 500 A
rms roughness, rough wall: 20 A
rms roughness, smoother wall: 10 A
vacuum wave number k: 4.05418e-04 1/A
single-mode parameter k b sqrt(D), must be < pi/2: 1.317
transverse wave number kappa: 6.87608e-04 1/A
cladding decay constant gamma: 7.97905e-04 1/A
propagation constant beta: 1.00323e-03 1/A
wall intensity W, formula: 1.70240e-04 1/A
wall intensity W, quadrature: 1.70240e-04 1/A
radiation loss, rough: 1.1684e-08 1/A
backscattering loss, rough: 1.7665e-09 1/A
total scattering loss, rough: 1.3450e-08 1/A
radiation loss, smoother: 2.9210e-09 1/A
backscattering loss, smoother: 4.4162e-10 1/A
total scattering loss, smoother: 3.3626e-09 1/A
total scattering loss, rough: 5.841 dB/cm
total scattering loss, smoother: 1.460 dB/cm
ratio of total scattering losses: 4.0000
path for transmission: 1.0e+08 A
transmission, rough: 0.2605
transmission, smoother: 0.7144
random-wall radiation loss, rough: 1.1600e-08 1/A
sine wall, rms 10 A, K = 4.5145e-04 1/A: full 1.1008e-08 1/A, first order 1.1007e-08 1/A
sine wall, rms 10 A, K = 8.5275e-04 1/A: full 8.7283e-09 1/A, first order 8.7288e-09 1/A
sine wall, rms 10 A, K = 1.3042e-03 1/A: full 9.4491e-09 1/A, first order 9.4498e-09 1/A
sine wall, rms 10 A, K = 1.4547e-03 1/A: full 1.0742e-08 1/A, first order 1.0743e-08 1/A
sine wall full loss, rms 20 A, K = 1.30 beta: 3.7789e-08 1/A
sine wall full loss ratio, rms 20 to 10 A: 3.9992
sine wall full loss ratio, rms 200 to 100 A: 3.9144
two-component wall, full loss: 3.8329e-10 1/A
two-component wall, sum of first-order losses: 3.8336e-10 1/A
Bragg gap field decay, rms 20 A: 1.3312e-06 1/A
Bragg gap field decay, rms 10 A: 6.6562e-07 1/A
Bragg gap field decay ratio: 2.0000
loss, rms halved and correlation length doubled: 4.2278e-09 1/A
loss ratio in that case: 3.181
background loss: 1.0e-09 1/A
ratio of total losses with background: 3.312
```
